The critical point of a Landau energy with a cubic term

**The decision that depends on the result**

A calculation that cools a ferroelectric at fixed field must decide whether to follow one minimum of the energy or to compare two and allow a jump between them. With a cubic term in the Landau energy, the answer depends on the field. At zero field the polarization jumps. At one particular field the jump has shrunk to zero, and beyond it the polarization changes smoothly. That field, and the value of the quadratic coefficient that goes with it, are derived here.

**Model and conventions**

The energy per volume is

F(P) = aP²/2 + cP³/3 + bP⁴/4 − EP, with b > 0.

P is a uniform polarization along one fixed axis, E is the field along that axis, and c is real and non-zero unless stated otherwise. Equilibrium is the global minimum of F over P at given a and E. This is mean-field theory: fluctuations and domains are left out. The condition b > 0 keeps F bounded below. If b ≤ 0, higher powers of P are needed and the formulas below do not apply.

A parent phase that is symmetric under P → −P forbids c. A polar parent allows it, and also allows a linear term, which acts as a built-in field. Until the last section, E means the total coefficient of −P, built-in part included.

**Locating the critical point**

The derivatives are

F′ = aP + cP² + bP³ − E,
F″ = a + 2cP + 3bP²,
F‴ = 2c + 6bP,
F⁗ = 6b.

At a critical point two minima and the maximum between them merge. The merged point is stationary, so F′ = 0, and its curvature has vanished, so F″ = 0. It must still be a minimum. If F‴ were non-zero, the energy near the point would vary as F‴p³/6, where p is the displacement, and would fall on one side. Hence F‴ = 0 as well. The fourth derivative 6b is positive, so the point is then a minimum.

The third derivative fixes the polarization:

P_c = −c/(3b).

Setting F″ = 0 there gives

a_c = −2cP_c − 3bP_c² = 2c²/(3b) − c²/(3b) = c²/(3b).

Setting F′ = 0 gives the field:

E_c = a_cP_c + cP_c² + bP_c³
 = −c³/(9b²) + c³/(9b²) − c³/(27b²)
 = −c³/(27b²).

Each condition had one solution, so there is one critical point. Reversing the sign of c reverses P_c and E_c and leaves a_c unchanged. As c → 0, all three go to zero, which recovers the usual second-order transition at a = 0, E = 0.

**Removing the cubic term**

To see what happens around this point, write P = P_c + p and expand each power:

aP²/2 = aP_c²/2 + aP_c p + ap²/2,
cP³/3 = cP_c³/3 + cP_c² p + cP_c p² + cp³/3,
bP⁴/4 = bP_c⁴/4 + bP_c³ p + (3/2)bP_c² p² + bP_c p³ + bp⁴/4.

The coefficient of p³ is c/3 + bP_c = 0. The coefficient of p² is

a/2 + cP_c + (3/2)bP_c² = a/2 − c²/(3b) + c²/(6b) = (a − a_c)/2.

The coefficient of p, including the field term, is

aP_c + cP_c² + bP_c³ − E = −ac/(3b) + c³/(9b²) − c³/(27b²) − E
 = −ac/(3b) + 2c³/(27b²) − E.

With F₀ for the part independent of p, the energy is therefore

F = F₀ + rp²/2 + bp⁴/4 − hp,
r = a − c²/(3b),
h = E + ac/(3b) − 2c³/(27b²).

This is the energy of an ordinary second-order ferroelectric, with r as its quadratic coefficient and h as its field. At r = h = 0 it reduces to F₀ + bp⁴/4, so the critical point is the global minimum and not merely a local one.

**The first-order line and its end**

The stationary points satisfy h = rp + bp³.

For r > 0, the curvature r + 3bp² is positive everywhere. There is one stationary point at every field, and no transition.

For r < 0 and h = 0, the equation p(r + bp²) = 0 has the solutions p = 0, a maximum, and p = ±√(−r/b), two minima of equal energy. The term −hp favours positive p when h > 0 and negative p when h < 0, so crossing h = 0 makes the equilibrium polarization jump by

ΔP = 2√(−r/b).

In the original variables the first-order line is

E = −ac/(3b) + 2c³/(27b²), a < a_c.

At a = a_c the right side is −c³/(9b²) + 2c³/(27b²) = −c³/(27b²) = E_c. The line ends at the critical point, where the jump closes continuously.

This was tested without using the shifted energy. For b = 0.7 and c = 1.3 or −0.8, in dimensionless units, coexistence was found by equating the energies of numerical minima at a = −0.5, −0.3 and −0.1. Extrapolation to zero jump reproduced a_c and E_c within 10⁻⁷.

A code that also follows metastable states needs the range of h with three stationary points. The turning points of rp + bp³ lie at p² = |r|/(3b), where |h| = |p|(|r| − bp²) = (2/3)|r||p|. Three distinct stationary points therefore exist for r < 0 and

|h| < (2|r|/3)√(|r|/(3b)).

**Cooling at fixed field**

Let a fall while E is held fixed. The condition h = 0 is met at

a* = 2c²/(9b) − 3bE/c.

The polarization jumps there if a* < a_c, that is if −3bE/c < c²/(9b). Dividing by c²/(9b) gives −27b²E/c³ < 1. Since E_c = −c³/(27b²), the rule is:

- E/E_c < 1: a first-order jump at a = a*.
- E/E_c = 1: a continuous passage through the critical point.
- E/E_c > 1: h = 0 is met only at r > 0, so P changes smoothly and there is no transition.

Zero field belongs to the first case. There a* = 2c²/(9b), which is less than a_c, and r = −c²/(9b). The minima are p = ±|c|/(3b), or in the original variable P = 0 and P = −2c/(3b). The first-order transition at zero field and the critical point at finite field are thus two points on the same line.

At E = E_c the path needs care, because it does not run along h = 0. Substituting E_c into h gives

h = ac/(3b) − c³/(9b²) = (c/(3b))(a − a_c) = cr/(3b) = −rP_c.

The stationary condition becomes rp + bp³ = −rP_c, or

bp³ = −r(P_c + p) = −rP.

Close to the critical point P may be replaced by P_c, so that

p ≈ [cr/(3b²)]^(1/3).

P is continuous, but its slope against a is infinite at r = 0. There is no bifurcation into two equivalent states, because h is non-zero on both sides. Dividing p³ by P_c³ gives |p/P_c| ≈ (3|r|/a_c)^(1/3), so the approximation requires the cube root of 3|r|/a_c to be small. The relative error in p is about a third of |p/P_c|: at 3|r| = 0.01a_c it is still about 7%. To obtain the symmetric bifurcation p = 0 → ±√(−r/b), E must be changed together with a so that h stays zero.

**Response to the field**

At fixed a, dh = dE. Differentiating h = rp + bp³ gives

dP/dE = 1/(r + 3bp²).

On h = 0 above the critical point, p = 0 and the response is 1/r. Below it, bp² = |r| and the response of either minimum is 1/(−|r| + 3|r|) = 1/(2|r|). At r = 0 the linear response diverges, and the stationary condition gives instead

p = (h/b)^(1/3).

The cube root matters numerically: a small error δE in the field at the critical point becomes an error (δE/b)^(1/3) in P. Rounding errors made in forming h from a and E are magnified in the same way.

**Slope of the line and latent heat**

Let a = a′(T − T₀), with a′, b, c and any built-in field independent of temperature. Because F is stationary in P, only the explicit temperature dependence contributes to the entropy per volume:

S = −∂F/∂T = −a′P²/2 + terms independent of P.

Between the coexisting minima P₊ and P₋, whose mean is P_c,

ΔS = −a′(P₊² − P₋²)/2 = −a′P_cΔP.

The two energies remain equal along the line, so ΔS dT + ΔP dE = 0 and

dE/dT = −ΔS/ΔP = a′P_c.

The latent heat per volume is T|ΔS| = Ta′|P_c|ΔP. It vanishes with the jump.

**Worked example**

The parameters are rough, round values in the regime of a barium titanate film clamped by its substrate, with polarization along the film normal and a composition gradient that breaks inversion symmetry. They are T₀ = 600 K, Curie constant C = 1.5 × 10⁵ K, b = 2 × 10⁹ J m⁵/C⁴ and c = 3 × 10⁸ J m³/C³. The value of c is a chosen asymmetry, not a measured coefficient. The value of b is also uncertain: published Landau coefficient sets give a clamped-film b anywhere from near zero to about 4 × 10⁹ J m⁵/C⁴, and T_c − T₀ varies as 1/b and E_c as 1/b². The temperature slope is a′ = 1/(ε₀C) = 7.53 × 10⁵ J m/(C² K). Then

a_c = (3 × 10⁸)²/(3 × 2 × 10⁹) = 1.5 × 10⁷ J m/C²,
T_c − T₀ = 1.5 × 10⁷/(7.53 × 10⁵) = 19.9 K,
P_c = −(3 × 10⁸)/(6 × 10⁹) C/m² = −5 µC/cm²,
E_c = −(3 × 10⁸)³/[27(2 × 10⁹)²] V/m = −2.5 kV/cm (−0.0025 MV/cm).

At zero total field the transition lies 13.3 K above T₀, with a jump of 10 µC/cm². The critical point is 6.6 K higher, and the line between them has slope a′P_c = −0.376 kV/(cm K).

Five kelvin below T_c, r = −3.76 × 10⁶ J m/C². The coexistence field is −2.5 + 5 × 0.376 = −0.62 kV/cm, and the jump is 2√(3.76 × 10⁶/2 × 10⁹) C/m² = 8.7 µC/cm². The latent heat is 615 × 7.53 × 10⁵ × 0.05 × 0.0868 J/m³ = 2.0 J/cm³.

Five kelvin above T_c, on h = 0, the relative susceptibility is 1/(ε₀r) = C/(5 K) = 30 000. At a_c itself, an extra field of 1 kV/cm changes P by (10⁵/2 × 10⁹)^(1/3) C/m² = 3.7 µC/cm², about three quarters of |P_c|. Field control much finer than 1 kV/cm is therefore needed to resolve the critical point in this model.

**What the polynomial leaves out**

The first three estimates change one thing at a time and solve the critical conditions again. The added coefficients are rough guesses of scale.

If b rises by 10⁷ J m⁵/C⁴ per kelvin above T₀, T_c − T₀ becomes 18.3 K and E_c becomes −2.1 kV/cm.

Further terms dP⁵/5 + gP⁶/6 change the conditions to

2c + 6bP + 12dP² + 20gP³ = 0,
a + 2cP + 3bP² + 4dP³ + 5gP⁴ = 0,
E = aP + cP² + bP³ + dP⁴ + gP⁵.

With d = 3 × 10⁹ J m⁷/C⁵ alone, the results are 22.6 K and −3.3 kV/cm. The energy is then unbounded below at large negative P, so this critical point is only a local minimum; a positive sixth-order term restores the bound and, if large enough, makes the critical point the global minimum. Here g = 2 × 10⁹ J m⁹/C⁶ is enough, while 10⁹ is not. With g = 2 × 10¹⁰ J m⁹/C⁶ alone, they are 19.2 K and −2.3 kV/cm. The critical point survives in each case, but the fifth-order term changes its field by a third of the original value.

Fluctuations weaken b. A polarization wave of wavevector k has stiffness A + 3bp², where

A = r + κk² + μ²/(ε₀ε_b).

Here κ is the gradient coefficient, μ is the cosine between k and the polar axis, and ε_b is the background permittivity. The last term is the cost of the wave's own depolarizing field. In the Gaussian approximation the waves add

(k_BT/2)∫d³k/(2π)³ ln(A + 3bp²)

to the energy per volume, apart from a constant. The second-order term of the logarithm is −9b²p⁴/(2A²). Comparing its contribution with bp⁴/4 gives, to leading order,

b → b(1 − 9bk_BT I), I = ∫d³k/(2π)³ 1/A².

The first-order term, proportional to p², is taken as absorbed in the fitted a and built-in field. For κ = 10⁻¹⁰ J m³/C², ε_b = 7 and a cutoff |k| < π/(0.4 nm), the reduction of b is 13% at r = a_c, 20 K above the critical point. This figure depends strongly on the rough inputs. Halving or doubling the cutoff gives 10% or 16%. A κ five times larger gives about 1.4%, and a κ five times smaller gives about 100%, where the leading-order formula no longer applies. Since A falls with r, the reduction grows on approach. In this bulk, strictly uniaxial estimate it grows slowly: with the original inputs it is 16% at 5 K and 20% at 1 K.

Two features of a barium titanate film make the effect larger. First, between ideal electrodes a distance t apart, the wavevector along the normal is nπ/t. The waves with n = 0 pay no depolarizing cost and alone contribute 9bk_BT/(4πκrt), which grows as 1/r. For t = 100 nm the total is 18% at 20 K, 43% at 5 K and above 100% at 1 K; the bulk figures are approached only at thicknesses of several micrometres. Second, the in-plane permittivity ε_⊥, a few hundred in such a film, screens the depolarizing field, so the last term of A becomes μ²/[ε₀(ε_bμ² + ε_⊥(1 − μ²))]. A constant ε_⊥ of 100 or 340, which somewhat overstates the screening at large k, raises the bulk figure at 20 K to 38% or 58%. The mean-field numbers quoted 5 K from the critical point are therefore properties of the model and not predictions for a thin film.

**Beside a real film**

Bulk barium titanate becomes ferroelectric at roughly 400 K, so the 600 K used here stands for a film compressed in its plane by the substrate. The temperatures in the example assume a uniform film whose surface charge is completely screened, and real electrodes screen it incompletely. If the two together act as a vacuum gap of thickness λ, the field in a film of thickness t is E − λP/(ε₀t), with E now the voltage divided by t. This adds λ/(ε₀t) to a, and so lowers T_c by Cλ/t. For λ = 0.02 nm and t = 100 nm the shift is 1.5 × 10⁵ × 2 × 10⁻⁴ = 30 K, larger than T_c − T₀ itself. It leaves E_c unchanged if b and c are held fixed and the film stays uniform; domains are neglected. With these λ, t and κ, a linear stability estimate on h = 0 keeps the film uniform down to the shifted T_c only for an in-plane permittivity below about 30. For 100 or 340, stripes of period about 30 nm set in 8 K or 16 K above it, so the uniform critical point would not be reached. If the film were held uniform, the susceptibility on h = 0 would again be 30 000 at 5 K above the shifted T_c; at the original temperature it is only about 4300. A built-in field moves the applied field one for one: with +10 kV/cm built in, the applied critical field is −12.5 kV/cm. Against a rough breakdown field of 1 MV/cm, |E_c| is only 0.25%. For these parameters the practical difficulties are therefore knowing the internal field and the temperature offset, and keeping fluctuations and domains out, not applying enough voltage. The values used are listed in the numerical output below.

Numbers as computed

```
INPUTS (rough, round)
T0 = 600 K; Curie constant = 1.50e+05 K
b = 2.00e+09 J m^5/C^4
c = 3.00e+08 J m^3/C^3
da/dT = 7.5294e+05 J m/(C^2 K)
CRITICAL POINT
a_c = 1.5000e+07 J m/C^2
T_c - T0 = 19.92 K; T_c = 619.92 K
E_c = -2.500 kV/cm = -0.00250 MV/cm
P_c = -5.000 uC/cm2
ZERO-FIELD FIRST-ORDER TRANSITION
a = 1.0000e+07 J m/C^2; T - T0 = 13.28 K
jump in P = 10.000 uC/cm2
COEXISTENCE 5 K BELOW T_c
field = -0.618 kV/cm
minima = -9.339 and -0.661 uC/cm2
jump in P = 8.677 uC/cm2
latent heat = 2.009 J/cm3
slope dE/dT = -0.3765 kV/(cm K)
RESPONSES
relative susceptibility 5 K above T_c = 30000
field of that point = -4.382 kV/cm
extra field at a_c = 1.00 kV/cm
change of P = 3.684 uC/cm2
NEGLECTED EFFECTS (rough inputs)
db/dT = 1.0e+07 J m^5/(C^4 K)
 gives T_c - T0 = 18.26 K, E_c = -2.099 kV/cm
fifth-order d = 3.0e+09 J m^7/C^5
 gives T_c - T0 = 22.58 K, E_c = -3.330 kV/cm
sixth-order g = 2.0e+10 J m^9/C^6
 gives T_c - T0 = 19.20 K, E_c = -2.291 kV/cm
film = 100 nm; screening = 0.020 nm
 lowers T_c by 30.00 K
built-in field = 10.0 kV/cm
 applied critical field = -12.50 kV/cm
breakdown field = 1.0 MV/cm
 |E_c|/breakdown = 0.0025
gradient coefficient = 1.0e-10 J m^3/C^2
background permittivity = 7.0; cell = 0.4 nm
 fluctuation reduction of b = 12.9 percent
 evaluated at r = a_c, 19.92 K from the critical point
```
